# Transmission of an Inverted Parabolic Barrier and Its Value at the Top

## 1. A classical particle with exactly the barrier energy

Near its highest point, the potential barrier between the source and the drain of a short transistor looks like an inverted parabola,

$$V(x)=V_0-\tfrac12 m\omega^2x^2 .$$

Send a classical particle from the left with energy $E=V_0$. Energy conservation reads $p^2/2m=\tfrac12m\omega^2x^2$, so $p=\pm m\omega x$. At $x<0$ a particle moving right has $p>0$, which selects $p=-m\omega x$. Then

$$\frac{dx}{dt}=\frac pm=-\omega x,\qquad x(t)=x(0)\,e^{-\omega t}.$$

The particle approaches the top and never arrives. With slightly more energy it crosses; with slightly less it turns back. The classical transmission jumps from 0 to 1 at $E=V_0$ and has no value at the jump. For an electron on the full parabola, quantum mechanics replaces the jump by a smooth curve that equals one half at $E=V_0$.

## 2. Assumptions and the scaled equation

The electron moves in one dimension and in one band, with constant effective mass $m$ and without scattering. The parabola is taken to extend over all $x$. In atomic units $\hbar=1$, masses are in electron masses, and $\omega$ is an energy. The Schrödinger equation is

$$-\frac1{2m}\frac{d^2\psi}{dx^2}+\left(V_0-\tfrac12m\omega^2x^2\right)\psi=E\psi .$$

Define

$$\xi=\sqrt{2m\omega}\,x,\qquad \varepsilon=\frac{E-V_0}{\omega}.$$

Since $d^2/dx^2=2m\omega\,d^2/d\xi^2$, the kinetic term is $-\omega\psi''$, where primes now mean $d/d\xi$. Since $x^2=\xi^2/(2m\omega)$, the parabolic term is $-\omega\xi^2\psi/4$. Moving $V_0\psi$ to the right and dividing by $-\omega$ gives

$$\psi''+\left(\frac{\xi^2}{4}+\varepsilon\right)\psi=0. \tag{1}$$

Mass and curvature have disappeared, so the transmission can depend on $\varepsilon$ alone.

## 3. What transmission means here

The potential falls without limit, so there are no plane waves far away. To find the far waves, try $\phi_\sigma=\xi^{p}e^{i\sigma\xi^2/4}$ for $\xi>0$, with $\sigma=\pm1$. Its logarithmic derivative is $p/\xi+i\sigma\xi/2$, and therefore

$$\frac{\phi_\sigma''}{\phi_\sigma}=\left(\frac p\xi+\frac{i\sigma\xi}2\right)^2-\frac p{\xi^2}+\frac{i\sigma}2
=-\frac{\xi^2}4+i\sigma\left(p+\tfrac12\right)+\frac{p(p-1)}{\xi^2}.$$

Equation (1) requires the constant term to be $-\varepsilon$, so $p=-\tfrac12+i\sigma\varepsilon$. The last term is negligible at large $\xi$. The equation is unchanged under $\xi\to-\xi$, so on the left the same forms hold with $|\xi|$ in the power.

The scaled current is $j=\mathrm{Im}(\psi^*\psi')$. It is independent of position, because $j'=\mathrm{Im}(\psi^*\psi'')$ and (1) makes $\psi^*\psi''$ real. For a single wave $A\phi_\sigma$ on the right, $|\psi|^2=|A|^2/\xi$, and the imaginary part of the logarithmic derivative tends to $\sigma\xi/2$. Hence $j\to\sigma|A|^2/2$: the falling density compensates the growing speed.

For a sum $A\phi_++B\phi_-$, the two cross terms in $\psi^*\psi'$ are $A^*B\,\phi_+^*\phi_-'$ and $AB^*\phi_-^*\phi_+'$. Because $\phi_-=\phi_+^*$, each is the complex conjugate of the other. Their sum is real and adds nothing to $j$. The currents of the two waves simply add.

The phase $+\xi^2/4$ has slope $\xi/2$, which points away from the barrier on both sides. The phase $-\xi^2/4$ points towards it. For a particle sent from the left:

- on the right there is only $e^{+i\xi^2/4}$, with transmitted amplitude $A_t$;
- on the left, $e^{-i\xi^2/4}$ is incident, with amplitude $A_i$, and $e^{+i\xi^2/4}$ is reflected, with amplitude $A_r$.

The transmission and reflection are the current ratios $T=|A_t|^2/|A_i|^2$ and $R=|A_r|^2/|A_i|^2$. Equal currents on the two sides mean $|A_i|^2-|A_r|^2=|A_t|^2$, or $R+T=1$.

## 4. An exact solution as an integral

Let $a=\tfrac12-i\varepsilon$ and write

$$\psi(\xi)=e^{i\xi^2/4}F(\xi),\qquad F(\xi)=\int_C s^{a-1}e^{-\xi s-is^2/2}\,ds. \tag{2}$$

The path $C$ is the ray $s=re^{-i\pi/4}$, $0<r<\infty$. On it $s^2=-ir^2$, so $e^{-is^2/2}=e^{-r^2/2}$ and the integral converges at infinity for every real $\xi$. Near zero the integrand has size $r^{-1/2}$, which is integrable.

To check that (2) solves (1), differentiate twice:

$$\psi''=e^{i\xi^2/4}\left[F''+i\xi F'+\left(\frac i2-\frac{\xi^2}4\right)F\right].$$

Inserted in (1), the $\xi^2/4$ terms cancel and the condition becomes

$$F''+i\xi F'+\left(\varepsilon+\frac i2\right)F=0. \tag{3}$$

Now integrate a total derivative along $C$. The function $s^ae^{-\xi s-is^2/2}$ vanishes at both ends, so

$$0=\int_C\frac{d}{ds}\left[s^ae^{-\xi s-is^2/2}\right]ds
=\int_C\left(as^{a-1}-\xi s^a-is^{a+1}\right)e^{-\xi s-is^2/2}\,ds .$$

Each derivative of $F$ brings down a factor $-s$. The second term is therefore $+\xi F'$ and the third is $-iF''$, giving $aF+\xi F'-iF''=0$. Multiplication by $i$ yields $F''+i\xi F'+iaF=0$. Since $ia=i/2+\varepsilon$, this is (3).

## 5. The right side: one outgoing wave

For $\xi>0$ substitute $s=t/\xi$:

$$F(\xi)=\xi^{-a}\int_C t^{a-1}e^{-t}e^{-it^2/(2\xi^2)}\,dt .$$

On the ray the last factor has modulus at most 1 and tends to 1 as $\xi\to\infty$, while $e^{-t}$ makes the integral converge without it. The remaining integral of $t^{a-1}e^{-t}$ can be turned onto the positive real axis, because $e^{-t}$ decays throughout the sector between. It is then the gamma function $\Gamma(a)$. Thus

$$\psi(\xi)\to\Gamma(a)\,\xi^{-1/2+i\varepsilon}e^{i\xi^2/4},\qquad A_t=\Gamma(a). \tag{4}$$

There is no incoming wave on the right, so this solution describes a particle sent from the left.

## 6. The left side: an exact connection

Put $\xi=-y$ with $y>0$. The exponent in $F(-y)$ is $ys-is^2/2$. Its derivative $y-is$ vanishes at the saddle point $s_0=-iy$. Replace $C$ by two pieces:

- $C_1$, the ray from $0$ to infinity with $\arg s=-5\pi/4$;
- $C_2$, the straight line $s=-iy+re^{-i\pi/4}$ with $r$ running from $-\infty$ to $\infty$.

The line comes in from the direction in which $C_1$ goes out, passes below the origin, and leaves in the direction of $C$. Along it $\arg s$ rises continuously from $-5\pi/4$ to $-\pi/4$. At both ends the factor $e^{-is^2/2}$ decays as a Gaussian, so the pieces may be joined at infinity without a contribution. No singularity lies between the old path and the new one, since the only singular point, $s=0$, is their common starting point. The integral is unchanged.

**The ray.** On $C_1$ write $s=e^{-i\pi}u$, with $u$ on $C$. Then $s^{a-1}ds=e^{-i\pi a}u^{a-1}du$, $ys=-yu$ and $s^2=u^2$. The ray contributes $e^{-i\pi a}F(y)$, the same integral at the mirror position. The factor is

$$e^{-i\pi a}=e^{-i\pi/2}\,e^{-i\pi(-i\varepsilon)}=-i\,e^{-\pi\varepsilon}.$$

Multiplying by $e^{iy^2/4}$ gives, for every $y>0$,

$$\psi(-y)=-i\,e^{-\pi\varepsilon}\,\psi(y)+\chi(-y), \tag{5}$$

where $\chi(-y)$ is $e^{iy^2/4}$ times the integral along $C_2$.

**The line.** With $s=s_0+\delta$ and $\delta=re^{-i\pi/4}$, the term linear in $\delta$ vanishes. The constant term is

$$ys_0-\frac i2s_0^2=-iy^2+\frac i2y^2=-\frac i2y^2,$$

and the quadratic term is $-i\delta^2/2=-r^2/2$. For large $y$ the Gaussian confines $r$ to values of order 1, so $s^{a-1}$ may be replaced by its value at the saddle,

$$(-iy)^{a-1}=\left(e^{-i\pi/2}y\right)^{-1/2-i\varepsilon}=e^{i\pi/4}e^{-\pi\varepsilon/2}y^{-1/2-i\varepsilon}.$$

The relative corrections vanish as $y\to\infty$. The phase $e^{i\pi/4}$ cancels against $ds=e^{-i\pi/4}dr$, and $\int e^{-r^2/2}dr=\sqrt{2\pi}$. Therefore

$$\chi(-y)\to\sqrt{2\pi}\,e^{-\pi\varepsilon/2}\,y^{-1/2-i\varepsilon}e^{-iy^2/4}. \tag{6}$$

This is the incident wave. A reflected part hidden in $\chi$ would also fall as $y^{-1/2}$ and would survive beside (6); since the corrections to (6) fall faster, there is none. The whole reflected wave is the first term of (5).

## 7. The transmission

From (4) and (5), $A_r=-ie^{-\pi\varepsilon}\Gamma(a)=-ie^{-\pi\varepsilon}A_t$. Hence

$$\frac RT=e^{-2\pi\varepsilon}. \tag{7}$$

Inserting $R=Te^{-2\pi\varepsilon}$ in $R+T=1$ gives

$$T(E)=\frac1{1+e^{-2\pi\varepsilon}}=\frac1{1+\exp\left[2\pi(V_0-E)/\omega\right]}. \tag{8}$$

In ordinary units $\omega$ in the last form becomes $\hbar\omega$. At $E=V_0$ the exponential is 1 and

$$T(V_0)=\tfrac12 .$$

At this energy (5) says that the reflected amplitude is $-i$ times the transmitted one. The two waves differ in phase but carry equal currents, whatever the mass and the curvature.

The incident amplitude in (6) gives a check that does not use $R+T=1$:

$$T=\frac{|A_t|^2}{|A_i|^2}=\frac{|\Gamma(\tfrac12-i\varepsilon)|^2}{2\pi e^{-\pi\varepsilon}} .$$

At $\varepsilon=0$, $\Gamma(\tfrac12)^2=\pi$, and again $T=\pi/2\pi=\tfrac12$.

## 8. Below, above and across the top

**Below the top.** Let $D=V_0-E>0$. The classical turning points are $\pm x_t$, with $x_t^2=2D/(m\omega^2)$. Between them the decay constant is $\kappa=\sqrt{2m(V-E)}=m\omega\sqrt{x_t^2-x^2}$. The area under this half-ellipse gives the tunnelling action

$$S=2\int_{-x_t}^{x_t}\kappa\,dx=2m\omega\,\frac{\pi x_t^2}2=\frac{2\pi D}\omega .$$

So (8) reads $T=1/(1+e^S)$ below the top. For the parabola, the simple semiclassical estimate $e^{-S}$ satisfies $e^{-S}/T=1+e^{-S}$. It is too large by the fraction $e^{-S}$ of the true value, which is negligible for deep tunnelling. At the top it gives 1 instead of one half.

**Above the top.** When $\varepsilon$ is large and positive, $R\approx e^{-2\pi\varepsilon}$. An electron with enough energy to pass is still occasionally reflected.

**Across the top.** Replacing $\varepsilon$ by $-\varepsilon$ exchanges $T$ and $R$, so $T(V_0+d)+T(V_0-d)=1$. Differentiating (8) gives

$$\frac{dT}{dE}=\frac{2\pi}\omega\,T(1-T),$$

which equals $\pi/(2\omega)$ at the top. From (7), $T=0.9$ requires $e^{2\pi\varepsilon}=9$, and $T=0.1$ requires the inverse. The rise from 0.1 to 0.9 therefore takes an energy $\omega\ln9/\pi$. As $\hbar\omega\to0$ the curve sharpens into the classical step, while its value at $E=V_0$ stays at one half.

## 9. A model source-drain barrier

Take round parameters: $m=0.2$, $V_0=0.3$ eV, and a distance $L=100$ angstrom between the two points where the parabola reaches zero energy. The condition $V(L/2)=0$ means $V_0=m\omega^2L^2/8$, or

$$\omega=\frac1L\sqrt{\frac{8V_0}m}.$$

In atomic units $V_0=0.3/27.2114=0.011025$ and $L=100/0.529177=188.97$. Thus

$$\omega=\frac{\sqrt{8\times0.011025/0.2}}{188.97}=\frac{0.6641}{188.97}=0.003514,$$

which is 0.0956 eV. At 0.10 eV below the top, $\varepsilon=-1.046$ and $S=2\pi\times1.046=6.57$, so

$$T=\frac1{1+e^{6.57}}\approx1.4\times10^{-3}.$$

At 0.05 eV below the top $T=0.036$, and at the same distance above it $T=0.964$. The rise from 0.1 to 0.9 takes 0.067 eV. Direct integration of the Schrödinger equation across the parabola gives the same transmissions, as the numerical output shows.

For this parabola, the simple estimate $e^{-S}$ is good at 0.10 eV below the top, where $e^{-S}$ and $T$ both round to 0.0014. At 0.01 eV below, it gives 0.52 where the correct value is 0.34.

Now change the length at fixed $V_0$ and $m$. Since $\omega\propto1/L$, the action at a given depth is proportional to $L$. At 0.10 eV below the top, $T$ is $2.0\times10^{-6}$ for 200 angstrom, $1.4\times10^{-3}$ for 100 angstrom and $3.6\times10^{-2}$ for 50 angstrom. In this model, shortening the barrier from 100 to 50 angstrom raises the tunnelling at that energy by a factor of about 26.

## 10. When the leads are flat

A real barrier does not fall for ever. Consider

$$V(x)=V_0\,\mathrm{sech}^2(2x/L),$$

which tends to zero on both sides. For small $z$, $\mathrm{sech}^2z\approx1-z^2$, so near the top $V\approx V_0-4V_0x^2/L^2$. Height and top curvature equal those of the parabola above. Its transmission, found numerically, is:

| $L$ (angstrom) | $T$ at the top | $T$ at 0.10 eV below |
|---|---|---|
| 50 | 0.563 | $3.3\times10^{-2}$ |
| 100 | 0.531 | $8.2\times10^{-4}$ |
| 200 | 0.516 | $5.5\times10^{-7}$ |

The value one half at the top thus belongs to the full parabola and is not a general law for smooth barriers. In these three cases the excess over one half shrinks as the barrier gets longer.

At 0.10 eV below the top the flat-lead barrier transmits less than the parabola for all three lengths. For the two longer barriers, where the tunnelling is deep, the action gives the direction and rough size of the effect. Since $\mathrm{sech}^2z=1-\tanh^2z\ge1-z^2$, this potential is nowhere below the parabola. At a given energy its forbidden region is wider and $\kappa$ is larger inside it, so $S$ is larger. From 50 to 200 angstrom the discrepancy grows with length: at 0.10 eV below the top the parabola overestimates $T$ by a factor of about 1.7 for 100 angstrom and 3.5 for 200 angstrom. The difference of the actions alone would give somewhat larger factors, about 1.9 and 3.8. Among these three cases, a longer barrier therefore brings the parabolic formula closer at the top and, at this fixed depth, makes it worse in relative terms. The action argument fails close to the top. At $E=V_0$ no forbidden region remains, and in these three cases the higher potential is the one that transmits more. Because $T$ varies continuously with energy, the same is true just below the top.

For a transistor, (8) is an approximation for one electron at one energy near the top of a given barrier. For the flat-lead barriers in the table, its error at the top falls from 0.063 at 50 angstrom to 0.016 at 200 angstrom. The source-drain current also needs the occupation of the states at each energy and the transverse motion. The barrier itself must come from the charge and the electrode voltages, so in a device $V_0$ need not stay fixed when $L$ changes, as it did here.

## Calculated quantities

```
Hartree energy: 27.211386 eV
Bohr radius: 0.529177 angstrom
effective mass: 0.20 electron masses
barrier height V0: 0.300 eV
base length L: 100.0 angstrom
barrier frequency omega: 0.09562 eV = 0.003514 hartree
length unit 1/sqrt(2 m omega): 14.114 angstrom
Parabola: E-V0 in eV; eps, T formula, T numeric, R numeric (no unit)
  -0.10  -1.0458  0.001399  0.001399  0.998601
  -0.05  -0.5229  0.036077  0.036077  0.963923
  +0.00  +0.0000  0.500000  0.500000  0.500000
  +0.05  +0.5229  0.963923  0.963923  0.036077
  +0.10  +1.0458  0.998601  0.998601  0.001399
slope dT/dE at the top: 16.427 per eV
energy range from T = 0.1 to T = 0.9: 0.06688 eV
Action below the top: E-V0 in eV; S, exp(-S), T (no unit)
  -0.10  6.5707  0.001401  0.001399
  -0.05  3.2854  0.037427  0.036077
  -0.01  0.6571  0.518367  0.341398
Parabola, 0.10 eV below the top: L in angstrom, omega in eV, T
  50  0.19125  3.608e-02
  100  0.09562  1.399e-03
  200  0.04781  1.962e-06
V0 sech^2(2x/L), numeric: L in angstrom, T at top, T 0.10 eV below top
  50  0.56266  3.340e-02
  100  0.53130  8.169e-04
  200  0.51565  5.538e-07
```
